\section*{Residual Force and Remaining Error: a Bond Stretch and a Soft Torsion}

\section{Problem}

A geometry relaxation stops while a residual force of $0.02$ eV/Å still acts along one internal coordinate. All other coordinates are relaxed. How far is the structure from its minimum, and how much energy could still be gained? Answer for two model coordinates.

\emph{Bond stretch.} Two atoms of mass $12$ u are joined by a bond with harmonic wavenumber $1000$ cm$^{-1}$. The coordinate $q$ is the change of bond length.

\emph{Torsion.} Two rigid groups turn against each other about a common axis with harmonic wavenumber $30$ cm$^{-1}$. Each group has three equivalent atoms of mass $12$ u at distance $R=1.5$ Å from the axis. If $\phi$ is the change of the torsion angle, the coordinate is the arc length $q=R\phi$.

In both cases $F=|dV/dq|$ is the size of the residual force, and the reduced mass $\mu$ is defined by the kinetic energy $T=\tfrac12\mu\dot q^2$. A harmonic wavenumber is one that belongs to the curvature of $V$ at the minimum.

\begin{enumerate}
\item Show that $\mu=6$ u for the bond and $\mu=18$ u for the torsion.
\item Express the remaining displacement and the energy error through $F$, $\mu$ and the angular frequency $\omega$, for a harmonic potential.
\item Evaluate both for the bond. Does anharmonicity matter?
\item Evaluate both for the torsion. Then replace the parabola by a threefold periodic potential of the same curvature at the minimum, and judge the harmonic answer.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item Remove the overall translation or rotation first. With equal partners, each one carries half of the relative velocity.
\item The wavenumber and the reduced mass together fix the force constant. The force constant turns a force into a displacement.
\item In atomic units an angular frequency and its quantum $\hbar\omega$ have the same numerical value, so a wavenumber is converted by dividing by the hartree expressed in cm$^{-1}$.
\item A parabola has a force that grows without limit. A periodic potential does not. Compare $0.02$ eV/Å with the largest force that the torsion can produce.
\item For a constant $c$ between $0$ and $1$, the equation $\sin\alpha=c$ has two solutions between $0$ and $\pi$.
\end{enumerate}

\section{Solution}

\subsection{Reduced masses and the meaning of the force}

Let the bonded atoms have positions $x_1<x_2$ and equal masses $m$. With the centre of mass at rest, $\dot x_2=-\dot x_1=\dot q/2$, and
\begin{equation}
T=2\cdot\tfrac12 m\left(\tfrac{\dot q}{2}\right)^2=\tfrac12\left(\tfrac m2\right)\dot q^2 ,
\qquad \mu=\tfrac m2=6\ \text{u}.
\end{equation}
Since $V$ depends on $x_2-x_1$, the forces on the atoms are $-dV/dq$ on atom 2 and $+dV/dq$ on atom 1. Their common size is $F$, so for the bond $F$ is the force on either atom.

For the torsion, let the groups have angles $\theta_1$ and $\theta_2$, with $\phi=\theta_1-\theta_2$. Each has the moment of inertia $I=3mR^2$. Without overall rotation, $\dot\theta_1=-\dot\theta_2=\dot\phi/2$. With $\dot\phi=\dot q/R$,
\begin{equation}
T=2\cdot\tfrac12 I\left(\tfrac{\dot\phi}{2}\right)^2
=\tfrac12\,\frac{I}{2R^2}\,\dot q^2 ,
\qquad \mu=\frac{I}{2R^2}=\frac{3m}{2}=18\ \text{u}.
\end{equation}
Here $F=|dV/d\phi|/R$ is the torque divided by $R$. It is a force along a collective coordinate, not the force on one atom; the first variation takes up that difference.

\subsection{Harmonic displacement and energy}

Measure $q$ and $V$ from the minimum. The constant and linear terms of the Taylor series then vanish, and to second order
\begin{equation}
V=\tfrac12 kq^2,\qquad \frac{dV}{dq}=kq .
\end{equation}
The equation of motion is $\mu\ddot q=-kq$. Inserting $q=A\cos\omega t$ gives $-\mu\omega^2 q=-kq$, so $k=\mu\omega^2$. The residual force has size $F=k|q|$, which gives
\begin{equation}
|q|=\frac Fk=\frac{F}{\mu\omega^2},\qquad
\Delta E=\frac12 k\left(\frac Fk\right)^2=\frac{F^2}{2k}=\frac{F|q|}{2}.
\label{eq:harm}
\end{equation}
The factor $\tfrac12$ in the last form arises because the force falls linearly to zero on the way to the minimum, so that its average is $F/2$.

At a given force, both errors are inversely proportional to $k$. A small force therefore means a small displacement only if the coordinate is stiff. If the relaxation reports merely that the force is below $0.02$ eV/Å, the values from Eq.~\eqref{eq:harm} are upper limits within the harmonic model.

\subsection{The force constant in practical units}

In atomic units mass is counted in electron masses, and $k$ comes out in hartree/bohr$^2$. The conversions are $1$ u $=1822.888$ electron masses, $1$ hartree $\leftrightarrow 219474.63$ cm$^{-1}$, and $1$ hartree/bohr$^2=97.1736$ eV/Å$^2$. Hence, with $\mu$ in u and $\tilde\nu$ in cm$^{-1}$,
\begin{equation}
k=C\mu\tilde\nu^2,\qquad
C=\frac{1822.888\times 97.1736}{(219474.63)^2}
=3.677\times10^{-6},
\end{equation}
where $k$ is in eV/Å$^2$.

\subsection{The bond}

The force constant is
\begin{equation}
k=3.677\times10^{-6}\times 6\times 1000^2=22.06\ \text{eV/Å}^2 ,
\end{equation}
and Eq.~\eqref{eq:harm} gives
\begin{align}
|q|&=\frac{0.02}{22.06}=9.1\times10^{-4}\ \text{Å},\\
\Delta E&=\tfrac12\times0.02\times9.1\times10^{-4}
=9.1\times10^{-6}\ \text{eV}.
\end{align}
The energy error corresponds to $8.7\times10^{-4}$ kJ/mol. The bond length is wrong by about a thousandth of an ångström.

To estimate the effect of anharmonicity, take a Morse potential $V=D(1-e^{-aq})^2$. From $1-e^{-aq}=aq-\tfrac12a^2q^2+\dots$ follows
\begin{equation}
V=Da^2q^2(1-aq+\dots)=\tfrac12kq^2(1-aq+\dots),\qquad k=2Da^2,
\end{equation}
and, by differentiation, $dV/dq=kq(1-\tfrac32aq+\dots)$. Write $q=\sigma|q|$ with $\sigma=+1$ for a stretched and $\sigma=-1$ for a compressed bond. The condition on the force is
\begin{equation}
k|q|\left(1-\tfrac32\sigma a|q|\right)=F .
\end{equation}
In the small correction $|q|$ may be replaced by $F/k$. With $\epsilon=aF/k$, to first order in $\epsilon$,
\begin{align}
|q|&=\frac Fk\left(1+\tfrac32\sigma\epsilon\right),\\
\Delta E&=\frac{F^2}{2k}(1+3\sigma\epsilon)(1-\sigma\epsilon)
=\frac{F^2}{2k}(1+2\sigma\epsilon).
\end{align}
A stretched bond is softer than the parabola, so it must be displaced further to produce the same force. For a depth $D=4$ eV,
\begin{equation}
a=\sqrt{\frac{22.06}{2\times4}}=1.66\ \text{Å}^{-1},\qquad
\epsilon=1.66\times9.1\times10^{-4}=1.5\times10^{-3}.
\end{equation}
The corrections, relative to the harmonic values, are about $0.2\%$ in the displacement and $0.3\%$ in the energy. The displacements found numerically for the full Morse curve, $9.085\times10^{-4}$ Å (stretched) and $9.044\times10^{-4}$ Å (compressed), lie on either side of the harmonic value $9.064\times10^{-4}$ Å, as the sign $\sigma$ requires. Near the minimum the harmonic answer is sufficient for this bond. The Morse force is bounded too: it peaks at $Da/2=3.3$ eV/Å at $q=\ln 2/a=0.42$ Å and then decays, so it equals $0.02$ eV/Å once more at $q\approx3.9$ Å, where the bond is practically broken and $\Delta E\approx D$. That second solution lies so far away that the bond length itself excludes it.

\subsection{The torsion in the harmonic model}

Now
\begin{equation}
k=3.677\times10^{-6}\times18\times30^2=0.0596\ \text{eV/Å}^2,
\end{equation}
and the same force gives
\begin{align}
|q|&=\frac{0.02}{0.0596}=0.336\ \text{Å},\qquad
|\phi|=\frac{0.336}{1.5}=0.224\ \text{rad}=12.8^\circ,\\
\Delta E&=\tfrac12\times0.02\times0.336=0.0034\ \text{eV}.
\end{align}
The length $0.336$ Å is the relative arc. If the two groups share the rotation equally, each atom is displaced along its circle by half of it, $0.168$ Å.

The energy error exceeds that of the bond by the ratio of the force constants,
\begin{equation}
\frac{\Delta E_{\rm torsion}}{\Delta E_{\rm bond}}
=\frac{6}{18}\left(\frac{1000}{30}\right)^2=370 .
\end{equation}
The squared wavenumber ratio contributes a factor of 1111, and the larger reduced mass of the torsion takes back a factor of three. A displacement of $13^\circ$ is no longer small compared with the $60^\circ$ between a minimum and the next barrier top of a threefold torsion, so the parabola has to be checked.

\subsection{The torsion in a periodic potential}

Take
\begin{equation}
V=\frac{V_0}{2}\left(1-\cos\frac{nq}{R}\right),\qquad n=3,
\end{equation}
where $V_0$ is the barrier height. Two differentiations give
\begin{equation}
\frac{dV}{dq}=\frac{nV_0}{2R}\sin\frac{nq}{R},\qquad
\frac{d^2V}{dq^2}=\frac{n^2V_0}{2R^2}\cos\frac{nq}{R}.
\end{equation}
The curvature at $q=0$ must equal $k$. This fixes the barrier and the largest force:
\begin{align}
V_0&=\frac{2kR^2}{n^2}=\frac{2\times0.0596\times1.5^2}{9}=0.0298\ \text{eV},\\
F_{\max}&=\frac{nV_0}{2R}=\frac{kR}{n}=\frac{0.0596\times1.5}{3}
=0.0298\ \text{eV/Å}.
\end{align}
The two numbers agree because $V_0=(2R/n)F_{\max}$ and the chosen $R$ and $n$ make $2R/n$ equal to $1$ Å.

The residual force is a large fraction of the maximum, $\rho=F/F_{\max}=0.671$. For $0\le q\le\pi R/n$, the condition on the force is $\sin(nq/R)=\rho$. The solution nearer to the minimum is
\begin{equation}
q=\frac Rn\arcsin\rho=0.5\times0.736=0.368\ \text{Å},
\qquad \phi=14.1^\circ .
\end{equation}
On this branch $\cos(nq/R)=+\sqrt{1-\rho^2}$, so
\begin{equation}
\Delta E=\frac{V_0}{2}\left(1-\sqrt{1-\rho^2}\right)
=0.0149\,(1-0.741)=0.0039\ \text{eV},
\label{eq:per}
\end{equation}
or $0.37$ kJ/mol, compared with $0.32$ kJ/mol from the parabola. Relative to the periodic result, the harmonic displacement is too small by $9\%$ and the harmonic energy error by $13\%$.

The harmonic limit is recovered for small $\rho$. With $\arcsin\rho=\rho+\rho^3/6+\dots$ and $1-\sqrt{1-\rho^2}=\rho^2/2+\rho^4/8+\dots$,
\begin{equation}
q=\frac Fk\left(1+\frac{\rho^2}{6}+\dots\right),\qquad
\Delta E=\frac{F^2}{2k}\left(1+\frac{\rho^2}{4}+\dots\right).
\label{eq:corr}
\end{equation}
The prefactors follow from $R\rho/n=F/k$ and $V_0\rho^2/4=F^2/(2k)$. For the solution nearer to the minimum, the condition for the harmonic formula is thus $F\ll F_{\max}$; smallness of $F$ in eV/Å says nothing by itself.

There is a second solution, because $\sin(\pi-\alpha)=\sin\alpha$:
\begin{equation}
\phi=60^\circ-14.1^\circ=45.9^\circ,\qquad
\Delta E=V_0-0.0039=0.0259\ \text{eV}.
\end{equation}
The cosine has changed sign here, which turns the $1-\sqrt{1-\rho^2}$ of Eq.~\eqref{eq:per} into $1+\sqrt{1-\rho^2}$. The residual force is the same, but the energy error is almost seven times larger. Between $0^\circ$ and $60^\circ$ the force is at most $0.02$ eV/Å in two intervals of $14.1^\circ$, one at the minimum and one at the barrier top. Together they cover $47\%$ of the range. The harmonic estimate therefore rests on an assumption that the force cannot confirm: that the structure lies on the inner branch. The curvature can decide. It is proportional to $\cos 3\phi$, positive below $30^\circ$ and negative above.

Both solutions were also located numerically from the Cartesian forces on the six atoms, and they agree with these formulas; the values are in the numerical output.

\section{Variation 1: the threshold applies to each atom}

\emph{Suppose the relaxation stops when the force on every atom is below $0.02$ eV/Å. What changes?}

For the bond nothing changes, since $F$ is the force on either atom.

For the torsion, let $\phi$ be the difference between the mean rotation angles of the two groups. Moving one atom by $ds$ along its circle changes its own angle by $ds/R$ and the mean of its group by $ds/(3R)$. The force on each atom is therefore
\begin{equation}
f=\frac{1}{3R}\left|\frac{dV}{d\phi}\right|=\frac F3 .
\end{equation}
A threshold of $0.02$ eV/Å on $f$ admits $F$ up to $0.06$ eV/Å. The harmonic formula would give $|q|=0.06/0.0596=1.01$ Å and $\Delta E=\tfrac12\times0.06\times1.01=0.030$ eV. This is slightly more than the barrier, which is impossible for the periodic potential. Since $F^2/(2k)=V_0\rho^2/4$, the harmonic estimate passes the barrier when $\rho>2$, and here $\rho=0.06/0.0298=2.01$ only just does so. The harmonic picture fails earlier than that: for any $\rho>1$ the equation $\sin(nq/R)=\rho$ has no solution, because the torsion cannot exert so large a force at any angle.

The equal share $f=F/3$ belongs to a structure in which everything except the difference of the mean angles is relaxed. It is the smallest value that the largest tangential force can have at a given torque, because the three tangential forces in a group add up to $F$. If instead one atom of each group were held and the others relaxed, the held atoms would carry the whole of $F$. With equal shares, the largest force on an atom at any angle is
\begin{equation}
f_{\max}=\frac{F_{\max}}{3}=\frac{0.0298}{3}=0.0099\ \text{eV/Å},
\end{equation}
about half the threshold. A scan of the atomic forces from the minimum to the barrier top confirms this value. The criterion is met at every torsion angle, including the barrier top. Once the other coordinates are relaxed, the optimizer stops wherever the torsion happens to be. The angle may be wrong by up to $60^\circ$, and the energy error may lie anywhere between zero and $V_0=0.030$ eV.

Since $f_{\max}$ is proportional to $k$ and hence to $\tilde\nu^2$, it reaches the threshold at
\begin{equation}
\tilde\nu=30\ \text{cm}^{-1}\times\sqrt{\frac{0.02}{0.0099}}\approx42.6\ \text{cm}^{-1}
\end{equation}
for the same masses, radius and periodicity. Below this wavenumber the criterion does not constrain the torsion at all. Above it, the criterion excludes a range around $30^\circ$, where the force is largest. This range opens quickly: at $45$ cm$^{-1}$ it is already about $18^\circ$ wide.

\section{Variation 2: the threshold for a chosen energy error}

\emph{Which residual force leaves an energy error of $10^{-4}$ eV in the torsion, if the structure is on the inner branch?}

Solving $\Delta E=F^2/(2k)$ for the force gives
\begin{equation}
F=\sqrt{2k\,\Delta E}=\sqrt{2\times0.0596\times10^{-4}}
=3.5\times10^{-3}\ \text{eV/Å},
\end{equation}
or $f=F/3=1.2\times10^{-3}$ eV/Å on each atom, about 17 times below $0.02$ eV/Å. The remaining displacement is $F/k=0.058$ Å, which is $2.2^\circ$. Now $\rho=0.0035/0.0298=0.12$, and Eq.~\eqref{eq:corr} predicts a correction of $\rho^2/4\approx0.3\%$ to the energy error. The periodic potential gives $1.003\times10^{-4}$ eV at this force, in agreement. The harmonic formula is thus adequate for setting the threshold, although it failed for the looser criterion of Variation 1.

For the bond, the same energy error would allow
\begin{equation}
F=\sqrt{2\times22.06\times10^{-4}}=0.066\ \text{eV/Å}.
\end{equation}
The original threshold is stricter than necessary for the bond and too loose for the torsion. Because the energy error is quadratic in the force, lowering the threshold by a factor of ten lowers the harmonic error by a factor of one hundred.

A tighter threshold helps only if the forces themselves are accurate enough. Suppose incomplete convergence of the self-consistent field adds a constant error $\delta$ to the force along $q$. The computed force $-kq+\delta$ then vanishes at $q=\delta/k$ instead of at zero, and a perfectly converged optimizer still leaves the energy error $\delta^2/(2k)$. This is Eq.~\eqref{eq:harm} with $\delta$ in place of $F$. With a finite threshold $F$ on the computed force, the true force can be as large as $F+|\delta|$, and the worst harmonic error is $(F+|\delta|)^2/(2k)$, which is linear in $\delta$ when $|\delta|\ll F$. For $|\delta|=F/10$ it exceeds the target by $21\%$, and lowering the threshold tenfold then reduces the worst error by a factor of only about $30$. For the torsion, $\delta$ must therefore stay well below $3.5\times10^{-3}$ eV/Å if the chosen error of $10^{-4}$ eV is to have its intended meaning.

\section*{Computed values}
\begin{verbatim}
INPUTS
Residual force: 0.02 eV/angstrom
Mass of each atom: 12 u
Bond wavenumber: 1000 cm^-1
Bond reduced mass: 6 u
Morse depth for check: 4 eV
Torsion wavenumber: 30 cm^-1
Torsion reduced mass: 18 u
Torsion radius R: 1.5 angstrom
Torsion periodicity n: 3
Atoms in each rotating group: 3
CONVERSION
Atomic mass constant: 1822.888 electron masses
Hartree as wavenumber: 219474.63 cm^-1
Hartree/bohr^2: 97.1736 eV/angstrom^2
Factor C: 3.67739e-06 eV/angstrom^2 per u cm^-2
BOND, HARMONIC
Force constant: 22.06 eV/angstrom^2
Displacement: 9.064e-04 angstrom
Energy error: 9.064e-06 eV
Energy error converted: 8.746e-04 kJ/mol
BOND, MORSE CHECK
Displacement, stretched: 9.0850e-04 angstrom
Displacement, compressed: 9.0439e-04 angstrom
Energy error, stretched: 9.0920e-06 eV
Energy error, compressed: 9.0370e-06 eV
TORSION, HARMONIC
Force constant: 0.05957 eV/angstrom^2
Arc displacement: 0.3357 angstrom
Angle: 12.8 degrees
Energy error: 0.003357 eV
Energy error converted: 0.324 kJ/mol
Torsion/bond error ratio: 370.4
TORSION, PERIODIC
Barrier V0: 0.02979 eV
Largest force along arc: 0.02979 eV/angstrom
Residual/largest force: 0.671
Inner arc displacement: 0.3681 angstrom
Inner angle: 14.1 degrees
Inner energy error: 0.003856 eV
Inner error converted: 0.372 kJ/mol
Outer angle, same force: 45.9 degrees
Outer energy error: 0.02593 eV
Barrier-top angle: 60.0 degrees
THRESHOLD ON EACH ATOM
Largest atomic force in scan: 0.009929 eV/angstrom
Target energy error: 1.0e-04 eV
Needed force along arc: 3.452e-03 eV/angstrom
Needed force on each atom: 1.151e-03 eV/angstrom
Periodic error at that force: 1.0034e-04 eV
\end{verbatim}
